# Why core-level shifts do not measure atomic charge alone: a numerical check

```python
"""
Result under test: the 1s binding-energy shift of Na in NaCl, relative to a
free Na atom, is
    shift = on-site term - Madelung term - change of on-site relaxation - W
and is therefore no measure of the ionic charge alone.
  on-site term : rise of -(1s orbital energy) from the atom to the free ion
  Madelung term: M/d, electron energy at a cation due to all other ions
  relaxation   : -(1s orbital energy) minus the total-energy difference
  W            : polarization energy of the lattice dipoles around the hole
Vacuum-level reference, fixed ions, non-relativistic unrestricted
Hartree-Fock (UHF). Internal units are atomic units (hartree, bohr).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cholesky, solve_triangular
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
spacing_angstrom = 2.8                                # rough Na-Cl distance
d = spacing_angstrom / BOHR
alpha_na = 1.0                                        # bohr^3, round value
alpha_cl = 20.0                                       # bohr^3, round value

# Even-tempered Gaussian basis: s and p shells suffice for these atoms.
BASIS = [[0, [0.02 * 2.1**i, 1.0]] for i in range(22)]
BASIS += [[1, [0.05 * 2.3**i, 1.0]] for i in range(14)]


def run_uhf(symbol, charge, spin, external=0.0, hole_from=None):
    """UHF state; with hole_from the lowest spin-down orbital stays empty."""
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: BASIS},
                charge=charge, spin=spin, verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    core_hamiltonian = mf.get_hcore() + external
    mf.get_hcore = lambda *args: core_hamiltonian
    density = None
    if hole_from is not None:
        n_up, n_down = mol.nelec
        shape = np.asarray(hole_from.mo_occ).shape

        def hole_occupation(mo_energy=None, mo_coeff=None):
            occupation = np.zeros(shape)
            occupation[0, :n_up] = 1
            occupation[1, 1:n_down + 1] = 1
            return occupation

        mf.get_occ = hole_occupation
        density = hole_from.make_rdm1(hole_from.mo_coeff, hole_occupation())
    mf.kernel(density)
    assert mf.converged
    return mf


def virial_error(mf):
    dm = np.asarray(mf.make_rdm1())
    kinetic = np.einsum("ij,ji->", dm[0] + dm[1], mf.mol.intor("int1e_kin"))
    return abs(mf.e_tot + kinetic) / kinetic


# ---- Free atom and ion, with and without a 1s hole ----
atom = run_uhf("Na", 0, 1)
ion = run_uhf("Na", 1, 0)
atom_hole = run_uhf("Na", 1, 2, hole_from=atom)
ion_hole = run_uhf("Na", 2, 1, hole_from=ion)
virial_worst = max(virial_error(m) for m in (atom, ion, atom_hole, ion_hole))
assert virial_worst < 1e-4

frozen_atom = -atom.mo_energy[1][0]
frozen_ion = -ion.mo_energy[1][0]
binding_atom = atom_hole.e_tot - atom.e_tot
binding_ion = ion_hole.e_tot - ion.e_tot
relax_atom = frozen_atom - binding_atom
relax_ion = frozen_ion - binding_ion
site_initial = frozen_ion - frozen_atom
site_final = binding_ion - binding_atom

# ---- On-site term against the 1s-3s repulsion and <1/r> of 3s ----
c_3s = atom.mo_coeff[0][:, 5]
c_1s = atom.mo_coeff[1][:, 0]
with atom.mol.with_rinv_origin((0.0, 0.0, 0.0)):
    inverse_r = c_3s @ atom.mol.intor("int1e_rinv") @ c_3s
coulomb_3s = scf.hf.get_jk(atom.mol, np.outer(c_3s, c_3s))[0]
repulsion = c_1s @ coulomb_3s @ c_1s
assert abs(repulsion / inverse_r - 1) < 0.10   # 1s has a finite radius
assert abs(site_initial / repulsion - 1) < 0.15  # other shells readjust

# ---- Equivalent core: Na with a 1s hole resembles Mg+ ----
mg_plus = run_uhf("Mg", 1, 1)
mg_two_plus = run_uhf("Mg", 2, 0)
ionize_na = ion.e_tot - atom.e_tot
ionize_hole = ion_hole.e_tot - atom_hole.e_tot
ionize_mg = mg_two_plus.e_tot - mg_plus.e_tot
assert abs(ionize_hole - ionize_mg) * EV < 0.6  # approximate analogy
assert relax_atom > relax_ion


# ---- Madelung constant: direct neutral-cube sum and fast series ----
def cube_charges(half_width):
    """Rocksalt charges around a cation; outer faces have reduced weight."""
    axis = np.arange(-half_width, half_width + 1)
    grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    grid = grid[np.any(grid != 0, axis=1)]
    weight = np.prod(np.where(abs(grid) == half_width, 0.5, 1.0), axis=1)
    charge = np.where(grid.sum(axis=1) % 2 == 0, 1.0, -1.0) * weight
    return grid, charge


grid, charge = cube_charges(10)
madelung_direct = -np.sum(charge / np.linalg.norm(grid, axis=1))
odd = np.arange(1, 30, 2)
root = np.sqrt(odd[:, None]**2 + odd[None, :]**2)
madelung = 12 * np.pi * np.sum(1 / np.cosh(np.pi * root / 2)**2)
assert abs(madelung - madelung_direct) < 1e-3  # finite cube
lattice = madelung / d

# ---- Rigid shift: UHF of the ion inside explicit point charges ----
grid, charge = cube_charges(2)
external = np.zeros((ion.mol.nao, ion.mol.nao))
for point, q in zip(grid * d, charge):
    with ion.mol.with_rinv_origin(tuple(point)):
        external -= q * ion.mol.intor("int1e_rinv")
site_potential = -np.sum(charge / np.linalg.norm(grid * d, axis=1))
embedded = run_uhf("Na", 1, 0, external)
embedded_hole = run_uhf("Na", 2, 1, external, hole_from=embedded)
level_rise = embedded.mo_energy[1][0] - ion.mo_energy[1][0]
binding_drop = binding_ion - (embedded_hole.e_tot - embedded.e_tot)
assert abs(level_rise - site_potential) * EV < 0.03
assert abs(binding_drop - site_potential) * EV < 0.03

# ---- Induced dipoles around the hole, in clusters of growing radius ----
axis = np.arange(-6, 7)
sites = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
square = np.sum(sites**2, axis=1)
keep = (square > 0) & (square <= 36)
sites, square = sites[keep], square[keep]
order = np.argsort(square, kind="stable")
sites, square = sites[order], square[order]
is_cl = sites.sum(axis=1) % 2 != 0
position = sites * d
n_sites = len(sites)
difference = position[:, None, :] - position[None, :, :]
distance = np.linalg.norm(difference, axis=2)
np.fill_diagonal(distance, 1.0)
tensor = 3 * difference[:, :, :, None] * difference[:, :, None, :]
tensor /= distance[:, :, None, None]**5
tensor -= np.eye(3) / distance[:, :, None, None]**3
tensor[np.arange(n_sites), np.arange(n_sites)] = 0.0
tensor = tensor.transpose(0, 2, 1, 3).reshape(3 * n_sites, 3 * n_sites)
field = (position / np.linalg.norm(position, axis=1)[:, None]**3).ravel()
shells = np.unique(square[square >= 12])
counts = np.searchsorted(square, shells, side="right")


def polarization(alpha_anion):
    """Cluster radii, dipole energies and the dielectric constant."""
    alpha = np.where(is_cl, alpha_anion, alpha_na)
    matrix = np.diag(np.repeat(1 / alpha, 3)) - tensor
    # Leading blocks of the Cholesky factor solve all smaller clusters too.
    factor = cholesky(matrix, lower=True)
    reduced = solve_triangular(factor, field, lower=True)
    energy = 0.5 * np.cumsum(reduced**2)[3 * counts - 1]
    total_alpha = alpha_na + np.cumsum(alpha)[counts - 1]
    volume = 2 * d**3 * total_alpha / (alpha_na + alpha_anion)
    radius = (3 * volume / (4 * np.pi))**(1 / 3)
    x = 4 * np.pi * (alpha_na + alpha_anion) / (3 * 2 * d**3)
    return radius, energy, (1 + 2 * x) / (1 - x)


radius, energy, epsilon = polarization(alpha_cl)
continuum_slope = -(1 - 1 / epsilon) / 2
cluster_slope = np.polyfit(1 / radius, energy, 1)[0]
slope_ratio = cluster_slope / continuum_slope
assert abs(slope_ratio - 1) < 0.25             # clusters of few shells
corrected = energy - continuum_slope / radius
assert np.ptp(corrected) * EV < 0.08           # surface graininess
W = corrected[-1]

# ---- Sum of the terms and its changes of sign ----
shift_initial = site_initial - lattice
shift_site = site_final - lattice
shift_total = shift_site - W
assert abs(shift_initial) < 0.3 * site_initial
assert shift_initial < 0 < shift_site
assert shift_total < 0


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Na-Cl spacing (rough input)", spacing_angstrom, "angstrom", 1)
show("Polarizability of Na+ (input)", alpha_na, "bohr^3", 0)
show("Polarizability of Cl- (input)", alpha_cl, "bohr^3", 0)
print(f"Largest relative virial error: {virial_worst:.1e}")
show("Minus 1s orbital energy, free atom", frozen_atom * EV, "eV")
show("Minus 1s orbital energy, free ion", frozen_ion * EV, "eV")
show("1s binding energy, free atom", binding_atom * EV, "eV")
show("1s binding energy, free ion", binding_ion * EV, "eV")
show("Relaxation energy, free atom", relax_atom * EV, "eV")
show("Relaxation energy, free ion", relax_ion * EV, "eV")
show("Relaxation, ion minus atom", (relax_ion - relax_atom) * EV, "eV")
show("<1/r> of 3s as an energy", inverse_r * EV, "eV")
show("1s-3s Coulomb repulsion J", repulsion * EV, "eV")
show("On-site term, initial state", site_initial * EV, "eV")
show("On-site shift with relaxation", site_final * EV, "eV")
show("3s ionization energy, Na", ionize_na * EV, "eV")
show("3s ionization energy, Na with 1s hole", ionize_hole * EV, "eV")
show("3s ionization energy, Mg+", ionize_mg * EV, "eV")
show("Madelung constant, fast series", madelung, "", 5)
show("Madelung constant, direct sum", madelung_direct, "", 5)
show("Madelung term", lattice * EV, "eV")
show("Length 1/J", BOHR / repulsion, "angstrom")
show("Length d/M", BOHR * d / madelung, "angstrom")
show("Point-charge test, site potential", site_potential * EV, "eV", 3)
show("Point-charge test, 1s level rise", level_rise * EV, "eV", 3)
show("Point-charge test, binding drop", binding_drop * EV, "eV", 3)
show("Dielectric constant of the model", epsilon, "")
print(f"Sites in largest dipole cluster: {n_sites}")
show("Radius of largest cluster", radius[-1] * BOHR, "angstrom")
show("Dipole energy in largest cluster", energy[-1] * EV, "eV")
show("Continuum tail", -continuum_slope / radius[-1] * EV, "eV")
show("Cluster slope / continuum slope", slope_ratio, "")
show("Spread of W over cluster sizes", np.ptp(corrected) * EV, "eV", 3)
show("Lattice polarization energy W", W * EV, "eV")
show("Shift, initial state only", shift_initial * EV, "eV")
show("Shift with on-site relaxation", shift_site * EV, "eV")
show("Shift with all terms", shift_total * EV, "eV")
show("Naive charge from total shift", shift_total / site_initial, "e")
for trial in (10.0, 15.0):
    r_trial, e_trial, eps_trial = polarization(trial)
    w_trial = e_trial[-1] + (1 - 1 / eps_trial) / (2 * r_trial[-1])
    name = f"Cl- polarizability {trial:.0f} bohr^3"
    show(name + ", dielectric constant", eps_trial, "")
    show(name + ", W", w_trial * EV, "eV")
    show(name + ", total shift", (shift_site - w_trial) * EV, "eV")
print("OK")
```

Printed output:

```
Na-Cl spacing (rough input): 2.8 angstrom
Polarizability of Na+ (input): 1 bohr^3
Polarizability of Cl- (input): 20 bohr^3
Largest relative virial error: 2.9e-06
Minus 1s orbital energy, free atom: 1101.43 eV
Minus 1s orbital energy, free ion: 1109.13 eV
1s binding energy, free atom: 1076.92 eV
1s binding energy, free ion: 1086.40 eV
Relaxation energy, free atom: 24.51 eV
Relaxation energy, free ion: 22.73 eV
Relaxation, ion minus atom: -1.79 eV
<1/r> of 3s as an energy: 8.20 eV
1s-3s Coulomb repulsion J: 8.07 eV
On-site term, initial state: 7.69 eV
On-site shift with relaxation: 9.48 eV
3s ionization energy, Na: 4.95 eV
3s ionization energy, Na with 1s hole: 14.43 eV
3s ionization energy, Mg+: 14.72 eV
Madelung constant, fast series: 1.74756
Madelung constant, direct sum: 1.74757
Madelung term: 8.99 eV
Length 1/J: 1.78 angstrom
Length d/M: 1.60 angstrom
Point-charge test, site potential: 9.009 eV
Point-charge test, 1s level rise: 9.009 eV
Point-charge test, binding drop: 9.009 eV
Dielectric constant of the model: 2.27
Sites in largest dipole cluster: 924
Radius of largest cluster: 16.96 angstrom
Dipole energy in largest cluster: 2.25 eV
Continuum tail: 0.24 eV
Cluster slope / continuum slope: 0.97
Spread of W over cluster sizes: 0.005 eV
Lattice polarization energy W: 2.49 eV
Shift, initial state only: -1.29 eV
Shift with on-site relaxation: 0.50 eV
Shift with all terms: -1.99 eV
Naive charge from total shift: -0.26 e
Cl- polarizability 10 bohr^3, dielectric constant: 1.55
Cl- polarizability 10 bohr^3, W: 1.50 eV
Cl- polarizability 10 bohr^3, total shift: -1.01 eV
Cl- polarizability 15 bohr^3, dielectric constant: 1.88
Cl- polarizability 15 bohr^3, W: 2.03 eV
Cl- polarizability 15 bohr^3, total shift: -1.54 eV
OK
```
